**Two-electron umklapp and the $4k_F$ condition**

Two electrons on a spherical Fermi surface of radius $k_F$ can scatter with $\mathbf k_1+\mathbf k_2=\mathbf k_3+\mathbf k_4+\mathbf G$ if and only if $|\mathbf G|\le4k_F$. The program asserts this limit by numerical optimisation over four free directions, for target lengths on both sides of $4k_F$. For fcc copper with one electron per atom it finds the shortest $\mathbf G$ by enumerating the reciprocal lattice and compares $k_F$ with a count of plane waves in a box. The output gives $4k_F=54.41\ \text{nm}^{-1}$ against $G=30.15\ \text{nm}^{-1}$, a ratio of 1.805, so the condition is satisfied. Further assertions cover fillings on either side of the threshold of 0.170 electrons per atom, the activation energy at a filling of 0.1, and the fraction 0.252 of pairs that can use one given shortest vector. A two-wave model with a rough 5 eV gap gives the surface a neck at the zone face, and matrix diagonalisation confirms that an explicit umklapp event still exists on it.

## Numerical verification

```python
# Result under test: two electrons on a spherical Fermi surface (radius kF)
# can scatter with k1 + k2 = k3 + k4 + G if and only if |G| <= 4 kF.
# Free-electron copper (fcc, one electron per atom) satisfies this for the
# shortest nonzero reciprocal vector, of length g_min.
# Symbols: a lattice constant, e_fermi Fermi energy, z electrons per atom.
# Units: nm, 1/nm, eV, K; tests of pure geometry use kF = 1.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize, brentq

rng = np.random.default_rng(7)
h2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
k_boltz = const.k / const.e                              # eV/K
signs = np.array([1.0, 1.0, -1.0, -1.0])


def balance(x):
    """k1 + k2 - k3 - k4 for four unit vectors of free direction."""
    v = x.reshape(4, 3)
    v = v / np.linalg.norm(v, axis=1)[:, None]
    return signs @ v


def closest_miss(g):
    """Smallest distance between the balance and a vector of length g."""
    target = np.array([0.0, 0.0, g])
    best = np.inf
    for _ in range(8):
        res = minimize(lambda x: np.sum((balance(x) - target)**2),
                       rng.normal(size=12), method="BFGS")
        best = min(best, np.sqrt(res.fun))
    return best


# Largest wavevector balance, found without the triangle inequality
reach = max(-minimize(lambda x: -np.linalg.norm(balance(x)),
                      rng.normal(size=12), method="BFGS").fun
            for _ in range(8))
assert abs(reach - 4) < 1e-4
misses = {g: closest_miss(g) for g in (1.0, 3.0, 3.9, 4.1, 5.0)}
for g, miss in misses.items():
    assert abs(miss - max(g - 4, 0)) < 2e-3

# Copper: shortest reciprocal vectors by enumeration from the fcc cell
a = 0.361
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
recip = 2 * np.pi * np.linalg.inv(cell).T
indices = np.array([m for m in itertools.product(range(-3, 4), repeat=3)
                    if any(m)])
g_all = indices @ recip
g_len = np.linalg.norm(g_all, axis=1)
g_min = g_len.min()
g_short = g_all[np.isclose(g_len, g_min)]
assert len(g_short) == 8
assert np.isclose(g_min, 2 * np.pi * np.sqrt(3) / a)

density = 4 / a**3
kf = (3 * np.pi**2 * density)**(1 / 3)
e_fermi = h2m * kf**2
# Count spin-degenerate plane waves in a periodic cube of side 40 a
cells = 40
m = np.arange(-40, 41)
m2 = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
counted = 2 * np.count_nonzero(m2 <= (kf * cells * a / (2 * np.pi))**2)
count_ratio = counted / (4 * cells**3)
assert abs(count_ratio - 1) < 0.01

ratio = 4 * kf / g_min
assert np.isclose(ratio, 2 * (12 * np.pi**2)**(1 / 3)
                  / (np.pi * np.sqrt(3)))
assert 4 * kf > g_min and 2 * kf < g_min
assert closest_miss(g_min / kf) < 2e-3

# Explicit event on the sphere, along one of the shortest vectors
g_vec = g_short[0]
perp = np.cross(g_vec, [1.0, 0.0, 0.0])
perp /= np.linalg.norm(perp)
p_len = np.sqrt(kf**2 - g_min**2 / 16)
event = np.array([g_vec / 4 + p_len * perp, g_vec / 4 - p_len * perp,
                  -g_vec / 4 + p_len * perp, -g_vec / 4 - p_len * perp])
assert np.allclose(signs @ event, g_vec)
assert np.allclose(np.linalg.norm(event, axis=1), kf)

# Threshold filling of the fcc lattice, tested on both sides
z_crit = np.pi * np.sqrt(3) / 32
miss_low = closest_miss(g_min / (kf * 0.16**(1 / 3)))
miss_high = closest_miss(g_min / (kf * 0.18**(1 / 3)))
assert miss_low > 0.05 and miss_high < 2e-3

# Activated umklapp below threshold: constrained minimum of pair energy
z_low = 0.1
kf_low = kf * z_low**(1 / 3)
ef_low = h2m * kf_low**2
g_rel = g_min / kf_low
rules = [{"type": "eq", "fun": lambda x: signs @ x.reshape(4, 3)
          - np.array([0.0, 0.0, g_rel])},
         {"type": "eq", "fun": lambda x: signs @
          np.sum(x.reshape(4, 3)**2, axis=1)}]
pair_energies = []
for _ in range(12):
    res = minimize(lambda x: np.sum(x[:6]**2), rng.normal(size=12),
                   method="SLSQP", constraints=rules,
                   options={"maxiter": 500, "ftol": 1e-12})
    error = max(np.max(np.abs(rule["fun"](res.x))) for rule in rules)
    if res.success and error < 1e-6:
        pair_energies.append(res.fun)
excess_numeric = (min(pair_energies) - 2) * ef_low
excess = 2 * ef_low * ((g_min / (4 * kf_low))**2 - 1)
assert abs(excess_numeric - excess) < 1e-4

# Fraction of initial pairs that can use one given shortest vector
s = 2 * kf
fraction = (s**2 * (2 * s - g_min) - (s**3 - (g_min - s)**3) / 3) \
    / (2 * g_min * s**2)
pairs = rng.normal(size=(2, 400000, 3))
pairs *= kf / np.linalg.norm(pairs, axis=2)[:, :, None]
total = pairs.sum(axis=0)
is_open = np.array([np.linalg.norm(total - g, axis=1) <= s
                    for g in g_short])
fraction_sampled = is_open[0].mean()
fraction_any = is_open.any(axis=0).mean()
assert abs(fraction_sampled - fraction) < 0.004

# Neglected effects: heat, finite line, finite mean free path
temp, width, free_path = 400.0, 20.0, 40.0
kt = k_boltz * temp
thermal_shift = 4 * kf * kt / (2 * e_fermi)
e_needed = h2m * (g_min / 4)**2
margin = 4 * kf - g_min
blur_width, blur_path = np.pi / width, 1 / free_path
assert max(thermal_shift, blur_width, blur_path) < 0.05 * margin

# Neglected effect: necks, from two-wave mixing at one pair of faces
gap = 5.0
mix = gap / 2


def band(kz):
    """Lower two-wave energy for motion along G, |kz| <= g_min/2."""
    e1, e2 = h2m * kz**2, h2m * (abs(kz) - g_min)**2
    return (e1 + e2) / 2 - np.sqrt(((e1 - e2) / 2)**2 + mix**2)


def filling_error(mu):
    """Electron density of the model minus that of copper."""
    top = g_min / 2
    if band(top) > mu:
        top = brentq(lambda k: band(k) - mu, 0, top)
    area = quad(lambda k: (mu - band(k)) / h2m, 0, top)[0]
    return 2 * np.pi * area / (4 * np.pi**3) - density


ef_neck = brentq(filling_error, 2.0, 12.0)
edge = band(g_min / 2)
assert ef_neck > edge
neck_radius = np.sqrt((ef_neck - edge) / h2m)
p_neck = np.sqrt((ef_neck - band(g_min / 4)) / h2m)
neck_event = np.array([[g_min / 4, p_neck], [g_min / 4, -p_neck],
                       [-g_min / 4, p_neck], [-g_min / 4, -p_neck]])
assert np.allclose(signs @ neck_event, [g_min, 0])
for kz, kp in neck_event:
    partner = kz - np.sign(kz) * g_min
    matrix = np.array([[h2m * (kz**2 + kp**2), mix],
                       [mix, h2m * (partner**2 + kp**2)]])
    assert np.isclose(np.linalg.eigvalsh(matrix)[0], ef_neck)
neck_event_length = np.hypot(g_min / 4, p_neck)
assert neck_event_length < g_min / 2

print(f"largest balance found on sphere: {reach:.4f} kF")
for g, miss in misses.items():
    print(f"closest miss for G = {g:.1f} kF: {miss:.3f} kF")
print(f"lattice constant (rough input): {a:.3f} nm")
print(f"electron density: {density:.1f} nm^-3")
print(f"kF: {kf:.2f} nm^-1")
print(f"kF times a: {kf * a:.3f}")
print(f"Fermi energy: {e_fermi:.2f} eV")
print(f"plane-wave count / electron number: {count_ratio:.4f}")
print(f"shortest G: {g_min:.2f} nm^-1")
print(f"shortest G times a: {g_min * a:.3f}")
print(f"number of shortest G: {len(g_short)}")
print(f"2 kF: {2 * kf:.2f} nm^-1")
print(f"4 kF: {4 * kf:.2f} nm^-1")
print(f"ratio 4 kF / G: {ratio:.3f}")
print(f"ratio 2 kF / G: {ratio / 2:.3f}")
print(f"margin 4 kF - G: {margin:.2f} nm^-1")
print(f"event, component along G (G/4): {g_min / 4:.2f} nm^-1")
print(f"event, component across G: {p_len:.2f} nm^-1")
print(f"event, change per electron (G/2): {g_min / 2:.2f} nm^-1")
print(f"threshold filling: {z_crit:.4f} electrons per atom")
print(f"closest miss at filling 0.16: {miss_low:.3f} kF")
print(f"closest miss at filling 0.18: {miss_high:.3f} kF")
print(f"low filling example: {z_low:.1f} electrons per atom")
print(f"low filling kF: {kf_low:.2f} nm^-1")
print(f"low filling 4 kF: {4 * kf_low:.2f} nm^-1")
print(f"low filling Fermi energy: {ef_low:.3f} eV")
print(f"low filling pair excess, formula: {excess:.3f} eV")
print(f"low filling pair excess, minimised: {excess_numeric:.3f} eV")
print(f"low filling factor exp(-excess/kT): {np.exp(-excess / kt):.1e}")
print(f"pair fraction for one G, formula: {fraction:.3f}")
print(f"pair fraction for one G, sampled: {fraction_sampled:.3f}")
print(f"pair fraction for any of the 8, sampled: {fraction_any:.2f}")
print(f"temperature: {temp:.0f} K, kT: {kt:.4f} eV")
print(f"shift of 4 kF for one kT per electron: {thermal_shift:.2f} nm^-1")
print(f"energy per electron needed at k = G/4: {e_needed:.2f} eV")
print(f"line width: {width:.0f} nm, blur pi/width: {blur_width:.3f} nm^-1")
print(f"mean free path (rough): {free_path:.0f} nm")
print(f"blur 1/path: {blur_path:.3f} nm^-1")
print(f"neck model gap (rough input): {gap:.1f} eV")
print(f"neck model Fermi energy: {ef_neck:.2f} eV")
print(f"neck model lower band edge at face: {edge:.2f} eV")
print(f"neck radius: {neck_radius:.2f} nm^-1")
print(f"neck model event, across G: {p_neck:.2f} nm^-1")
print(f"neck model event, length of k: {neck_event_length:.2f} nm^-1")
print("no test failed")
```

Output:

```
largest balance found on sphere: 4.0000 kF
closest miss for G = 1.0 kF: 0.000 kF
closest miss for G = 3.0 kF: 0.000 kF
closest miss for G = 3.9 kF: 0.000 kF
closest miss for G = 4.1 kF: 0.100 kF
closest miss for G = 5.0 kF: 1.000 kF
lattice constant (rough input): 0.361 nm
electron density: 85.0 nm^-3
kF: 13.60 nm^-1
kF times a: 4.911
Fermi energy: 7.05 eV
plane-wave count / electron number: 0.9993
shortest G: 30.15 nm^-1
shortest G times a: 10.883
number of shortest G: 8
2 kF: 27.21 nm^-1
4 kF: 54.41 nm^-1
ratio 4 kF / G: 1.805
ratio 2 kF / G: 0.903
margin 4 kF - G: 24.27 nm^-1
event, component along G (G/4): 7.54 nm^-1
event, component across G: 11.33 nm^-1
event, change per electron (G/2): 15.07 nm^-1
threshold filling: 0.1700 electrons per atom
closest miss at filling 0.16: 0.082 kF
closest miss at filling 0.18: 0.000 kF
low filling example: 0.1 electrons per atom
low filling kF: 6.31 nm^-1
low filling 4 kF: 25.26 nm^-1
low filling Fermi energy: 1.519 eV
low filling pair excess, formula: 1.290 eV
low filling pair excess, minimised: 1.290 eV
low filling factor exp(-excess/kT): 5.6e-17
pair fraction for one G, formula: 0.252
pair fraction for one G, sampled: 0.252
pair fraction for any of the 8, sampled: 0.98
temperature: 400 K, kT: 0.0345 eV
shift of 4 kF for one kT per electron: 0.13 nm^-1
energy per electron needed at k = G/4: 2.16 eV
line width: 20 nm, blur pi/width: 0.157 nm^-1
mean free path (rough): 40 nm
blur 1/path: 0.025 nm^-1
neck model gap (rough input): 5.0 eV
neck model Fermi energy: 6.56 eV
neck model lower band edge at face: 6.16 eV
neck radius: 3.27 nm^-1
neck model event, across G: 11.17 nm^-1
neck model event, length of k: 13.47 nm^-1
no test failed
```
